# Averaging Bethe–Salpeter spectra over shifted k-grids versus one dense grid: test program

```python
# Result under test: averaging Bethe-Salpeter (Tamm-Dancoff, Q=0) spectra over M^d shifted
# N^d grids equals the (NM)^d-grid problem with the image-summed interaction
# W_N(r)=sum_R W(r+N R), not with W. Grid k=(theta+2 pi j)/N, lattice constant 1,
# energies from the gap, Eb=-E binding, Z=|psi(0)|^2 oscillator weight.
# Contact chain: E_k=2t(1-cos k), attraction U, s=sinh k0=U/2t, c=cosh k0, T=s/c, x=exp(-N k0):
#   dEb=A cos(theta), A=4t x s^2/c; mean shift 2t x^2 T^2 (1/c-2Ns);
#   Z-weighted shift 2t x^2 T^2 (2c+3/c-4Ns).
# Cubic lattice Coulomb: W(q)=4 pi C/qt2, qt2=2 sum(1-cos q_i), C=e^2/(4 pi eps0 eps a):
#   head h_N -> alpha/N (Madelung); with h_N restored Eb-Eb_inf=(2 pi/3) C <r^2>/N^3.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.special import ive, erfc
from scipy.optimize import brentq
from scipy import constants as sc
pi = np.pi

# ---- two-band chain with Bloch overlaps and k-dependent dipoles ----
sx = np.array([[0, 1], [1, 0]], complex); sy = np.array([[0, -1j], [1j, 0]]); sz = np.diag([1.0, -1.0])
def two_band_spectrum(ks, Wmat, zs):
    E, uc, uv, d = [], [], [], []
    for k in ks:
        w, u = np.linalg.eigh(0.5*sz + (1 + 0.6*np.cos(k))*sx + 0.6*np.sin(k)*sy)
        vel = -0.6*np.sin(k)*sx + 0.6*np.cos(k)*sy
        E.append(w[1] - w[0]); uc.append(u[:, 1]); uv.append(u[:, 0])
        d.append(u[:, 1].conj() @ vel @ u[:, 0])
    uc, uv, d, n = np.array(uc), np.array(uv), np.array(d), len(ks)
    H = np.diag(E) - Wmat*(uc.conj() @ uc.T)*(uv @ uv.conj().T)/n
    return np.array([(d.conj() @ np.linalg.solve(H - z*np.eye(n), d)).imag/n for z in zs])
N, M, gam = 5, 4, 0.3
L = N*M; kd = 2*pi*np.arange(L)/L; zs = np.linspace(0.2, 3.6, 69) + 0.05j
Wq = lambda k: np.sinh(gam)/(np.cosh(gam) - np.cos(k[:, None] - k[None, :]))  # W(r)=exp(-gam|r|) eV
WN = np.array([np.exp(-gam*abs(r + N*np.arange(-200, 201))).sum() for r in range(L)])
Wimg = np.fft.fft(WN)[(np.arange(L)[:, None] - np.arange(L)[None, :]) % L]
rel = lambda a, b: np.abs(a - b).max()/np.abs(b).max()
avg = np.mean([two_band_spectrum(kd[s::M], Wq(kd[s::M]), zs) for s in range(M)], axis=0)
avg0 = np.mean([two_band_spectrum(kd[s::M], 0.0, zs) for s in range(M)], axis=0)
den0 = two_band_spectrum(kd, 0.0, zs)
e_img, e_den = rel(avg, two_band_spectrum(kd, Wimg, zs)), rel(avg, two_band_spectrum(kd, Wq(kd), zs))
e_ip, e_one = rel(avg0, den0), rel(two_band_spectrum(kd[0::M], 0.0, zs), den0)
assert e_img < 1e-10 and e_den > 0.05 and e_ip < 1e-12 and e_one > 0.05
print(f"two-band chain N={N} M={M}, W0=1 eV, decay {gam}, broadening 0.05 eV; max relative differences:")
print(f"  W=0: average vs dense {e_ip:.1e}; single grid vs dense {e_one:.3f}")
print(f"  BSE: average vs dense with image-summed W {e_img:.1e}; vs dense with true W {e_den:.3f}")

# ---- contact chain ----
t, U = 0.5, 0.5
def chain_H(n, th, Uc, diag=1.0):
    return np.diag(2*t*(diag - np.cos((th + 2*pi*np.arange(n))/n))) - Uc/n
def chain_bound(n, th):
    w, v = np.linalg.eigh(chain_H(n, th, U))
    return -w[0], v[:, 0].sum()**2/n
def local_G(n, th, Uc, z):
    o = np.ones(n)
    return o @ np.linalg.solve(chain_H(n, th, Uc) - z*np.eye(n), o)/n
def g_closed(n, th, z):
    ka = np.arccosh(1 - z/(2*t) + 0j)
    return np.sinh(n*ka)/(2*t*np.sinh(ka)*(np.cosh(n*ka) - np.cos(th)))
for Uc in (0.5, -0.5):
    gap = 0.0
    for z in np.linspace(-0.3, 2.3, 27) + 0.02j:
        g = np.array([g_closed(8, 2*pi*s/4, z) for s in range(4)])
        Ga = np.mean([local_G(8, 2*pi*s/4, Uc, z) for s in range(4)]); Gd = local_G(32, 0, Uc, z)
        assert abs(Ga - np.mean(g/(1 - Uc*g))) < 1e-9*abs(Ga)
        assert abs(Gd - g.mean()/(1 - Uc*g.mean())) < 1e-9*abs(Gd)
        gap = max(gap, abs(Ga - Gd)/abs(Gd))
    assert gap > 0.05
    print(f"contact chain N=8 M=4 U={Uc:+.1f} eV, broadening 0.02 eV: max |G_avg-G_dense|/|G_dense| = {gap:.3f}")
s = U/(2*t); k0 = np.arcsinh(s); c = np.cosh(k0); T = s/c; Einf1 = np.hypot(U, 2*t) - 2*t
for th in (0, 1.0, pi):
    ka = brentq(lambda q: np.sinh(q)*(np.cosh(8*q) - np.cos(th)) - s*np.sinh(8*q), 1e-6, 5, xtol=1e-15)
    assert abs(2*t*(np.cosh(ka) - 1) - chain_bound(8, th)[0]) < 1e-12
assert abs(chain_bound(80, 0)[0] - Einf1) < 1e-12 and abs(chain_bound(80, 0)[1] - T) < 1e-11
assert chain_bound(3, pi)[0] < 0 < chain_bound(5, pi)[0]      # threshold U N = 4t lies at N=4
def chain_stats(n, m):
    a = np.array([chain_bound(n, 2*pi*j/m) for j in range(m)]); e = a[:, 0] - Einf1
    return np.ptp(e), e.std(), e.mean(), (e*a[:, 1]).sum()/a[:, 1].sum()
def chain_formulas(n):
    x = np.exp(-n*k0); A = 4*t*x*s*s/c
    return 2*A, A/np.sqrt(2), 2*t*x*x*T*T*(1/c - 2*n*s), 2*t*x*x*T*T*(2*c + 3/c - 4*n*s)
for m in (4, 8, 16):   # neglected terms are of relative order (N T x)^2 ~ 1e-5 times a modest factor
    assert np.allclose(chain_stats(16, m), chain_formulas(16), rtol=2e-3, atol=0)
print(f"chain t={t} eV U={U} eV: s={s:.4f} c={c:.4f} T={T:.4f} kappa0={k0:.4f}, Eb_inf={1e3*Einf1:.3f} meV")
print(f"  N=8: x={np.exp(-8*k0):.5f}; Eb(0)={1e3*chain_bound(8,0)[0]:.3f} meV, Eb(pi)={1e3*chain_bound(8,pi)[0]:.3f} meV")
print(f"  N=8: Z(0)={chain_bound(8,0)[1]:.4f}, Z(pi)={chain_bound(8,pi)[1]:.4f}")
for n in (8, 16):
    print(f"  N={n} formula: width, std, mean shift, centroid shift (meV):", *[f"{1e3*v:.4g}" for v in chain_formulas(n)])
    for m in (4, 16):
        print(f"  N={n} M={m} diagonalized, same four (meV):", *[f"{1e3*v:.4g}" for v in chain_stats(n, m)])
print(f"  dense 32 points: Eb-Eb_inf = {1e3*(chain_bound(32,0)[0]-Einf1):.2e} meV")
mom = lambda n, th, p: np.linalg.matrix_power(chain_H(n, th, U, 0.0), p).sum()/n
for p in range(1, 10):
    dA = np.mean([mom(4, 2*pi*j/3, p) for j in range(3)]) - mom(12, 0, p)
    assert abs(dA - (-2*U*t**8 if p == 9 else 0)) < 1e-11
    if p <= 4:
        d1 = mom(4, 0, p) - mom(12, 0, p)
        assert abs(d1 - (2*(-t)**4 if p == 4 else 0)) < 1e-12
print(f"  moments N=4 M=3: single-grid error n=4 {d1:.5f} eV^4; average error n=9 {dA:.6f} eV^9")

# ---- cubic lattice Wannier exciton ----
a0, mu, eps, R = 5e-10, 0.25, 4.0, 18
th3 = sc.hbar**2/(2*mu*sc.m_e*a0**2)/sc.e
C = sc.e/(4*pi*sc.epsilon_0*eps*a0)
# v_inf(r)=4 pi int_0^inf exp(-6u) I_x I_y I_z(2u) du, log quadrature plus asymptotic tail
ut = 1e4; xg, wg = np.polynomial.legendre.leggauss(12); ed = np.linspace(-30, np.log(ut), 41); hw = (ed[1] - ed[0])/2
u = np.exp(((ed[:-1] + hw)[:, None] + hw*xg).ravel()); wu = np.tile(hw*wg, 40)*u
ar = np.arange(R + 1); I = ive(ar[:, None], 2*u[None, :])
b = (ar[:, None, None]**2 + ar[None, :, None]**2 + ar[None, None, :]**2 - 0.75)/4
pair = (I[:, None, :]*I[None, :, :]).reshape(-1, len(u))
vinf = 4*pi*((pair @ (I*wu).T).reshape((R + 1,)*3)
             + (4*pi)**-1.5*(2*ut**-0.5 - 2/3*b*ut**-1.5 + b*b/5*ut**-2.5))
assert abs(6*(vinf[0, 0, 0] - vinf[1, 0, 0]) - 4*pi) < 1e-8
assert abs(6*vinf[9,5,3] - vinf[10,5,3] - vinf[8,5,3] - vinf[9,6,3] - vinf[9,4,3] - vinf[9,5,4] - vinf[9,5,2]) < 1e-8
assert abs(vinf[15, 15, 15]*15*np.sqrt(3) - 1) < 1e-3
def v_cell(n):   # returns supercell potential with head restored, and the head
    e = 2*(1 - np.cos(2*pi*np.arange(n)/n)); q2 = e[:, None, None] + e[None, :, None] + e[None, None, :]
    q2[0, 0, 0] = np.inf; v = np.fft.ifftn(4*pi/q2).real; h = vinf[0, 0, 0] - v[0, 0, 0]
    return v + h, h
rr = np.array([np.sqrt(i*i + j*j + k*k) for i, j, k in itertools.product(range(-4, 5), repeat=3) if (i, j, k) != (0, 0, 0)])
alpha = 3 - (erfc(np.sqrt(pi)*rr)/rr).sum() - (np.exp(-pi*rr**2)/(pi*rr**2)).sum()
alpha_lat = (4*40*v_cell(40)[1] - 20*v_cell(20)[1])/3
assert abs(alpha_lat - alpha) < 1e-4
assert abs((v_cell(10)[0][1, 0, 0] - vinf[1, 0, 0])/(2*pi/3e3) - 1) < 1e-4
assert abs((v_cell(40)[0][2, 2, 1] - vinf[2, 2, 1])/(2*pi*9/(3*40**3)) - 1) < 0.02   # O(r^2/N^2) remainder
def real_H(n, ths, v, closed=True):
    ts = []
    for th in ths:
        ph = np.exp(1j*th); ph = ph.real if abs(ph.imag) < 1e-14 else ph
        m = sp.diags([-1, 2, -1], [-1, 0, 1], shape=(n, n), dtype=np.result_type(ph, float)).tolil()
        if closed:
            m[n - 1, 0] = -ph; m[0, n - 1] = -np.conj(ph)
        ts.append(m.tocsr())
    e = sp.identity(n)
    K = sp.kron(sp.kron(ts[0], e), e) + sp.kron(sp.kron(e, ts[1]), e) + sp.kron(sp.kron(e, e), ts[2])
    return (th3*K - C*sp.diags(v.ravel())).tocsr()
def lowest(n, ths, v):
    H = real_H(n, ths, v); j = np.arange(n)
    f = [np.exp(-np.minimum(j, n - j)/2.0)*np.where(j > n/2, np.exp(1j*th), 1) for th in ths]
    v0 = np.einsum('i,j,k', *f).ravel(); v0 = v0 if np.iscomplexobj(H.data) else v0.real
    w, x = eigsh(H, k=1, which='SA', v0=v0, ncv=30, tol=1e-11)
    return -w[0], abs(x[0, 0])**2/np.linalg.norm(x)**2
def k_H(n, ths):
    k = (np.array(ths) + 2*pi*np.array(list(itertools.product(range(n), repeat=3))))/n
    q2 = 2*(1 - np.cos(k[:, None, :] - k[None, :, :])).sum(-1); np.fill_diagonal(q2, np.inf)
    return np.diag(2*th3*(1 - np.cos(k)).sum(1) - C*v_cell(n)[1]) - C*4*pi/q2/n**3
union = np.sort(np.concatenate([np.linalg.eigvalsh(k_H(3, 2*pi*np.array(j)/3)) for j in itertools.product(range(3), repeat=3)]))
array = np.linalg.eigvalsh(real_H(9, (0, 0, 0), np.tile(v_cell(3)[0], (3, 3, 3))).toarray())
assert np.abs(union - array).max() < 1e-10
w, x = np.linalg.eigh(k_H(5, (0.7, 1.9, -2.3))); eb, zz = lowest(5, (0.7, 1.9, -2.3), v_cell(5)[0])
assert abs(eb + w[0]) < 1e-9 and abs(zz - x[:, 0].sum()**2/125) < 1e-7
ax = np.abs(np.arange(-R, R + 1)); r2 = (ax[:, None, None]**2 + ax[None, :, None]**2 + ax[None, None, :]**2).ravel()
w, x = eigsh(real_H(2*R + 1, (0, 0, 0), vinf[np.ix_(ax, ax, ax)], False), k=1, which='SA',
             v0=np.exp(-np.sqrt(r2)/2), ncv=30, tol=1e-11)
Einf, r2m, Zinf = -w[0], (x[:, 0]**2*r2).sum(), x[np.argmin(r2), 0]**2
law = lambda n: 2*pi/3*C*r2m/n**3
def shifted(n, m, v):   # cubic and inversion symmetry reduce the twists
    cache, out = {}, []
    for j in itertools.product(range(m), repeat=3):
        key = tuple(sorted(min(i, m - i) for i in j))
        if key not in cache:
            cache[key] = lowest(n, [2*pi*i/m for i in key], v)
        out.append(cache[key])
    e, z = np.array(out).T
    return e.mean(), (e*z).sum()/z.sum(), e.min(), e.max(), e.std()
print(f"3D model: a={a0*1e10:.1f} A, mu={mu} m_e, eps={eps}: t={th3:.4f} eV, C={C:.4f} eV")
print(f"  v_inf(0)={vinf[0,0,0]:.5f} (1/a); alpha Ewald={alpha:.5f}, from lattice heads={alpha_lat:.5f}")
print(f"  open box {2*R+1}^3: Eb_inf={1e3*Einf:.3f} meV ({Einf*sc.e/sc.physical_constants['Hartree energy'][0]:.6f} Ha)")
print(f"  <r^2>={r2m:.4f} a^2, rms separation {np.sqrt(r2m)*a0*1e10:.2f} A, Z_inf={Zinf:.4f}")
N = 10; vN, hN = v_cell(N); av, de = {}, {}
print(f"  coarse N={N}, supercell {N*a0*1e10:.0f} A: C*h_N={1e3*C*hN:.2f} meV, C*alpha/N={1e3*C*alpha/N:.2f} meV")
for m in (1, 2, 3, 4):
    av[m] = shifted(N, m, vN); vL, hL = v_cell(N*m); de[m] = lowest(N*m, (0, 0, 0), vL)[0]
    print(f"  M={m} shifts Eb mean, centroid, min, max, std (meV):", *[f"{1e3*v:.3f}" for v in av[m]])
    print(f"  M={m} Eb-Eb_inf: shift mean {1e3*(av[m][0]-Einf):.3f} meV, dense {N*m}^3 {1e3*(de[m]-Einf):.3f} meV, law {1e3*law(N*m):.3f} meV")
    print(f"  M={m} head dropped Eb: shift mean {1e3*(av[m][0]-C*hN):.2f} meV, dense {1e3*(de[m]-C*hL):.2f} meV")
err = av[4][0] - Einf
assert abs((de[3] - Einf)/law(30) - 1) < 0.04 and abs((de[4] - Einf)/law(40) - 1) < 0.025  # N^-5, N^-6 terms
assert abs(err/law(N) - 1) < 0.4            # first order is only rough at N=10
assert abs(av[4][0] - av[3][0]) < 0.1*err and err > 10*(de[4] - Einf)
assert abs(av[4][4]/av[3][4] - 1) < 0.1 and av[4][3] - av[4][2] > err
j = np.minimum(np.arange(N), N - np.arange(N)); cut = shifted(N, 4, vinf[np.ix_(j, j, j)])
assert abs(cut[0] - Einf) < 0.4*err and cut[3] - cut[2] > 0.3*(av[4][3] - av[4][2])
print(f"  M=4 band width {1e3*(av[4][3]-av[4][2]):.2f} meV; mean error / law(N=10) = {err/law(N):.3f}")
print(f"  M=4 mean error / dense 40^3 error = {err/(de[4]-Einf):.1f}; mean error / Eb_inf = {err/Einf:.4f}")
print(f"  minimum-image v_inf, M=4: mean error {1e3*(cut[0]-Einf):.3f} meV, width {1e3*(cut[3]-cut[2]):.2f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
two-band chain N=5 M=4, W0=1 eV, decay 0.3, broadening 0.05 eV; max relative differences:
  W=0: average vs dense 3.4e-16; single grid vs dense 1.071
  BSE: average vs dense with image-summed W 2.1e-15; vs dense with true W 0.976
contact chain N=8 M=4 U=+0.5 eV, broadening 0.02 eV: max |G_avg-G_dense|/|G_dense| = 6.963
contact chain N=8 M=4 U=-0.5 eV, broadening 0.02 eV: max |G_avg-G_dense|/|G_dense| = 6.963
chain t=0.5 eV U=0.5 eV: s=0.5000 c=1.1180 T=0.4472 kappa0=0.4812, Eb_inf=118.034 meV
  N=8: x=0.02129; Eb(0)=126.636 meV, Eb(pi)=107.160 meV
  N=8: Z(0)=0.4204, Z(pi)=0.4943
  N=8 formula: width, std, mean shift, centroid shift (meV): 19.04 6.731 -0.6439 -1.004
  N=8 M=4 diagonalized, same four (meV): 19.48 6.902 -0.67 -1.071
  N=8 M=16 diagonalized, same four (meV): 19.48 6.868 -0.6665 -1.059
  N=16 formula: width, std, mean shift, centroid shift (meV): 0.4053 0.1433 -0.0006202 -0.001112
  N=16 M=4 diagonalized, same four (meV): 0.4053 0.1433 -0.0006203 -0.001112
  N=16 M=16 diagonalized, same four (meV): 0.4053 0.1433 -0.0006203 -0.001112
  dense 32 points: Eb-Eb_inf = 9.18e-05 meV
  moments N=4 M=3: single-grid error n=4 0.12500 eV^4; average error n=9 -0.003906 eV^9
3D model: a=5.0 A, mu=0.25 m_e, eps=4.0: t=0.6096 eV, C=0.7200 eV
  v_inf(0)=3.17591 (1/a); alpha Ewald=2.83730, from lattice heads=2.83731
  open box 37^3: Eb_inf=289.974 meV (0.010656 Ha)
  <r^2>=4.5578 a^2, rms separation 10.67 A, Z_inf=0.1690
  coarse N=10, supercell 50 A: C*h_N=203.85 meV, C*alpha/N=204.28 meV
  M=1 shifts Eb mean, centroid, min, max, std (meV): 307.917 307.917 307.917 307.917 0.000
  M=1 Eb-Eb_inf: shift mean 17.942 meV, dense 10^3 17.942 meV, law 6.873 meV
  M=1 head dropped Eb: shift mean 104.06 meV, dense 104.06 meV
  M=2 shifts Eb mean, centroid, min, max, std (meV): 296.821 296.427 288.186 307.917 5.685
  M=2 Eb-Eb_inf: shift mean 6.846 meV, dense 20^3 0.881 meV, law 0.859 meV
  M=2 head dropped Eb: shift mean 92.97 meV, dense 188.76 meV
  M=3 shifts Eb mean, centroid, min, max, std (meV): 297.002 296.811 292.435 307.917 3.969
  M=3 Eb-Eb_inf: shift mean 7.027 meV, dense 30^3 0.255 meV, law 0.255 meV
  M=3 head dropped Eb: shift mean 93.15 meV, dense 222.15 meV
  M=4 shifts Eb mean, centroid, min, max, std (meV): 296.997 296.793 288.186 307.917 4.045
  M=4 Eb-Eb_inf: shift mean 7.022 meV, dense 40^3 0.107 meV, law 0.107 meV
  M=4 head dropped Eb: shift mean 93.14 meV, dense 239.02 meV
  M=4 band width 19.73 meV; mean error / law(N=10) = 1.022
  M=4 mean error / dense 40^3 error = 65.4; mean error / Eb_inf = 0.0242
  minimum-image v_inf, M=4: mean error 0.133 meV, width 15.94 meV
ALL CHECKS PASSED
```
